\section*{Born Estimate of the Energy Gained by an Ion Entering Silica}

\section{The result and a quick estimate}

In a continuum model, the electrostatic free energy of a monovalent ion of radius $a=0.1$ nm falls by about 5.4 eV when the ion moves from vacuum into silica of relative permittivity $\varepsilon=3.9$. This lowering is called the gain below. In the Born model, which treats the ion as a charged sphere and the glass as a uniform dielectric, the gain is
\begin{equation}
W=\frac{e^2}{8\pi\varepsilon_0 a}\left(1-\frac{1}{\varepsilon}\right).
\label{eq:born}
\end{equation}
Here $e$ is the elementary charge and $\varepsilon_0$ the vacuum permittivity. The free energy of the ion changes by $\Delta G=-W$, so a positive $W$ means that the ion is more stable in the glass.

The size of $W$ follows from one constant,
\begin{equation}
\frac{e^2}{4\pi\varepsilon_0}=1.44\ \text{eV nm}.
\end{equation}
Two elementary charges 0.1 nm apart therefore interact with an energy of 14.4 eV. Charging the surface of a sphere of this radius costs half as much, because the potential grows from zero to its final value while the charge is being added. The self-energy of such a surface charge in vacuum is thus 7.2 eV. In silica the field of the same charge is weaker by the factor 3.9, so only about a quarter of this energy remains. The other three quarters, about 5.4 eV, are released.

This argument takes two things for granted: that the stored energy falls by the same factor as the field, and that the inside of the ion plays no part. Both can be derived.

\section{Derivation from the field energy}

\subsection{Assumptions}

The ion is a rigid sphere with total charge $e$, distributed with spherical symmetry. The glass fills all space outside the sphere and is uniform, isotropic and linear: its polarization is proportional to the local field. The ion sits far from any surface. The charge and the temperature are the same before and after the transfer.

The transfer can be carried out in three reversible steps. The sphere is discharged in vacuum, the neutral sphere is moved into the glass, and it is charged again there. The model sets the cost of the middle step to zero. The electrical work of the other two steps is a free energy, since the glass stays at constant temperature and may exchange heat with its surroundings while it polarizes.

\subsection{Field and energy}

Let $D$ be the electric displacement, whose flux through a closed surface equals the free charge inside. For a sphere of radius $r>a$ around the ion, symmetry makes $D$ radial and constant over the surface, so that $4\pi r^2D=e$. In a linear dielectric $D=\varepsilon_0\varepsilon E$, and therefore
\begin{equation}
E(r)=\frac{e}{4\pi\varepsilon_0\varepsilon r^2},\qquad r>a.
\label{eq:field}
\end{equation}

The work needed per unit volume to raise the displacement by $dD$ is $E\,dD$. With $E=D/(\varepsilon_0\varepsilon)$ the stored free energy per unit volume is
\begin{equation}
u=\int_0^D\frac{D'}{\varepsilon_0\varepsilon}\,dD'
=\frac{D^2}{2\varepsilon_0\varepsilon}
=\frac{1}{2}\varepsilon_0\varepsilon E^2 .
\end{equation}
The form with $D$ is the useful one here. The displacement is fixed by the ion's charge and is the same in vacuum and in glass, so the energy density falls as $1/\varepsilon$. In the form with $E$, the factor $\varepsilon$ in front is outweighed by the factor $1/\varepsilon^2$ from the square of the field.

Integration over the space outside the ion gives
\begin{align}
U(\varepsilon)
&=\int_a^\infty \frac{1}{2\varepsilon_0\varepsilon}
\left(\frac{e}{4\pi r^2}\right)^2 4\pi r^2\,dr \nonumber\\
&=\frac{e^2}{8\pi\varepsilon_0\varepsilon}\int_a^\infty\frac{dr}{r^2}
=\frac{e^2}{8\pi\varepsilon_0\varepsilon a}.
\label{eq:self}
\end{align}

There may also be a field inside the ion. By Gauss's law, the field at a radius $r<a$ depends on the charge enclosed within $r$ and not on the medium outside. The rigid ion has the same interior field in vacuum and in glass, so its interior energy cancels in the difference. What remains is
\begin{equation}
\Delta G=U(\varepsilon)-U(1)
=\frac{e^2}{8\pi\varepsilon_0a}\left(\frac{1}{\varepsilon}-1\right)=-W,
\end{equation}
which is Eq.~(\ref{eq:born}).

\subsection{Numbers}

For the given ion,
\begin{align}
U(1)&=\frac{1.44\ \text{eV nm}}{2\times0.1\ \text{nm}}=7.20\ \text{eV},\\
U(3.9)&=\frac{7.20\ \text{eV}}{3.9}=1.85\ \text{eV},\\
W&=7.20\ \text{eV}-1.85\ \text{eV}=5.35\ \text{eV}.
\end{align}
This is 517 kJ/mol, and it rounds to the 5.4 eV of the quick estimate.

\section{The same energy from the polarized glass}

The gain can also be traced to the charge that the glass presents to the ion. The polarization is $P=\varepsilon_0(\varepsilon-1)E$ and points away from a positive ion. At the wall of the cavity the outward normal of the glass points towards the ion, so the bound surface charge density is $-P(a)$. The total bound charge on the wall is
\begin{equation}
Q_b=-4\pi a^2\,\varepsilon_0(\varepsilon-1)
\frac{e}{4\pi\varepsilon_0\varepsilon a^2}
=-e\left(1-\frac{1}{\varepsilon}\right),
\end{equation}
or $-0.74\,e$ in silica. There is no bound charge within the volume of the glass, because $P\propto1/r^2$ has no divergence there. The compensating positive charge lies on the distant outer surface, where its effect on the ion vanishes as that surface recedes.

A uniformly charged shell produces a constant potential in its interior. The glass therefore adds to every point of the ion the reaction potential
\begin{equation}
\phi_R=\frac{Q_b}{4\pi\varepsilon_0a}
=-\frac{e}{4\pi\varepsilon_0a}\left(1-\frac{1}{\varepsilon}\right).
\end{equation}
Since $\phi_R$ is constant over the ion, the radial distribution of the ion's charge does not matter. While the ion is being charged, its charge is $\lambda e$ with $\lambda$ rising from 0 to 1, and the reaction potential is $\lambda\phi_R$ because the medium is linear. The contribution of the glass to the charging work is
\begin{equation}
\int_0^1\lambda\phi_R\,e\,d\lambda=\frac{1}{2}e\phi_R=-W .
\end{equation}
The interaction of the finished ion with the finished polarization is $e\phi_R=-2W$. The total is $-W$, so the difference, $+W$, is the work spent on polarizing the glass. Half of the attraction pays for creating the polarization that causes it.

A numerical solution of Poisson's equation tests the independence from the charge distribution. With the charge placed on the surface of the ion, and again with the charge spread through its volume, the gain is 5.354 eV.

\section{Limits and sensitivity}

For $\varepsilon\to1$ there is nothing to polarize and $W$ vanishes. For $\varepsilon\to\infty$ the field outside the ion is fully screened and $W$ tends to $U(1)=7.20$ eV. Within this model no dielectric can give this ion more than that. Silica, with a modest permittivity, already reaches 74\% of the limit.

For an ion of charge $ze$ both self-energies are multiplied by $z^2$. A divalent ion of the same radius would gain four times as much in the linear model, but its field would be twice as strong and the assumption of linearity correspondingly worse.

The relative sensitivities follow from Eq.~(\ref{eq:born}), written as $W=U(1)(\varepsilon-1)/\varepsilon$ with $U(1)\propto1/a$:
\begin{align}
\frac{\partial\ln W}{\partial\ln a}&=-1,\\
\frac{\partial\ln W}{\partial\ln\varepsilon}
&=\frac{\varepsilon}{\varepsilon-1}-1=\frac{1}{\varepsilon-1}=0.34 .
\end{align}
A small relative error in the radius thus matters about three times as much as the same relative error in the permittivity. The radius is also the less certain input. It should mark the place where the dielectric response of the glass begins, and this need not coincide with an ionic radius derived from distances in crystals. With $\varepsilon$ held at 3.9, the gain is 5.95 eV for $a=0.09$ nm, 4.87 eV for 0.11 nm and 3.57 eV for 0.15 nm.

\section{Where the continuum picture is strained}

Let $W(r)$ be the part of the gain that arises between the ion's surface and the radius $r$. Ending the integral in Eq.~(\ref{eq:self}) at $r$ replaces $1/a$ by $1/a-1/r$, so that
\begin{equation}
\frac{W(r)}{W}=\frac{1/a-1/r}{1/a}=1-\frac{a}{r}.
\end{equation}
Half of the gain comes from within 0.2 nm of the ion's centre, and 90\% from within 1 nm. The Si--O bond is roughly 0.16 nm long. The inner half of the energy therefore comes from a layer 0.1 nm thick, thinner than one bond, where a uniform permittivity has no clear meaning. The macroscopic value $\varepsilon=3.9$ is justified only far from the ion, where the field is weak and changes little over a bond length. Closer in, it is an extrapolation.

The following estimates show how much some of the simplifications could matter. Each changes one feature and keeps the rest of the model. Several of them describe the same layer of neighbouring atoms, so they must not be added to make a corrected value.

\subsection{Slow and fast polarization}

The static permittivity includes the displacement of silicon and oxygen ions as well as the distortion of their electron clouds. If the nuclei of the glass had no time to move, only the electronic part would respond. With a rough electronic permittivity $\varepsilon_\infty=2.1$,
\begin{equation}
W_\infty=7.20\ \text{eV}\left(1-\frac{1}{2.1}\right)=3.77\ \text{eV}.
\end{equation}
The remaining 1.6 eV of the static gain requires the lattice to relax. For an ion at rest in the glass the static value is the appropriate one.

\subsection{Saturation near the ion}

Equation~(\ref{eq:field}) gives the field in the glass at the ion's surface:
\begin{equation}
E(a)=\frac{1.44\ \text{V nm}}{3.9\,(0.1\ \text{nm})^2}=369\ \text{MV/cm},
\end{equation}
where 1 V/nm equals 10 MV/cm. The breakdown field of a good thermal oxide is roughly 10 MV/cm, and the ion's field falls to this value only at $r=0.61$ nm. Breakdown is a process of the whole film and does not measure local saturation. The comparison does show that the linear response is being used far beyond the fields at which it can be measured on a film.

Suppose that the ionic response is lost completely in a shell one bond length thick, from $a=0.1$ nm to $b=0.26$ nm, while the electronic response stays linear. The displacement is still fixed by the ion's charge, so only the factor $1/\varepsilon$ in the energy of this shell changes. The gain falls by
\begin{align}
\delta W_{\rm sat}
&=\frac{e^2}{8\pi\varepsilon_0}
\left(\frac{1}{\varepsilon_\infty}-\frac{1}{\varepsilon}\right)
\left(\frac{1}{a}-\frac{1}{b}\right) \nonumber\\
&=0.72\left(\frac{1}{2.1}-\frac{1}{3.9}\right)
\left(\frac{1}{0.1}-\frac{1}{0.26}\right)\text{eV}
=0.97\ \text{eV}.
\end{align}
A numerical solution of Poisson's equation with this layered permittivity agrees with the formula to within 0.001 eV. For $b\to\infty$ the loss becomes the 1.6 eV found for the frozen lattice, as it should. A saturated ionic polarization levels off and does not vanish, so 0.97 eV is an upper limit for the loss of ionic response in this shell.

\subsection{Repulsion from the neighbours}

The rigid sphere stands for a repulsion that is infinitely steep. A softer repulsion stores energy where it balances the electrostatic attraction. Let the cavity radius $r$ vary, and write
\begin{equation}
G(r)=-\frac{A}{r}+\frac{B}{r^n},\qquad A=Wa,
\end{equation}
so that the first term equals $-W$ at $r=a$. The condition $G'(a)=0$ reads
\begin{equation}
\frac{A}{a^2}-\frac{nB}{a^{n+1}}=0
\quad\Longrightarrow\quad
\frac{B}{a^n}=\frac{A}{na}=\frac{W}{n}.
\end{equation}
Hence $G(a)=-W(1-1/n)$. The second derivative at this point is $(n-1)A/a^3$, which is positive for $n>1$, so the point is a minimum. With a rough exponent $n=8$, the repulsion reduces the gain by $W/8=0.67$ eV. For $n\to\infty$ the loss disappears and the rigid sphere is recovered.

\subsection{A nearby surface}

An ion at depth $d\gg a$ below a flat surface of the glass also feels the bound charge on that surface. Let $\rho$ be the distance along the surface from the point nearest to the ion, and $s=\sqrt{\rho^2+d^2}$. The ion, screened by the glass, produces the normal field $E_n=ed/(4\pi\varepsilon_0\varepsilon s^3)$ at the surface. A bound charge density $\sigma$ adds $\sigma/2\varepsilon_0$ just outside and subtracts it just inside; the other parts of the flat sheet give no normal field there. Continuity of the normal displacement requires
\begin{equation}
\varepsilon\left(E_n-\frac{\sigma}{2\varepsilon_0}\right)
=E_n+\frac{\sigma}{2\varepsilon_0}
\quad\Longrightarrow\quad
\frac{\sigma}{2\varepsilon_0}=\frac{\varepsilon-1}{\varepsilon+1}E_n .
\end{equation}
The potential of this sheet at the ion is
\begin{align}
\phi_s&=\int_0^\infty\frac{\sigma\,2\pi\rho\,d\rho}{4\pi\varepsilon_0s}
=\frac{\varepsilon-1}{\varepsilon+1}\,
\frac{ed}{4\pi\varepsilon_0\varepsilon}
\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+d^2)^2} \nonumber\\
&=\frac{\varepsilon-1}{\varepsilon+1}\,
\frac{e}{8\pi\varepsilon_0\varepsilon d},
\end{align}
because the last integral equals $1/(2d^2)$. The sheet charge is proportional to the ion's charge, so the charging work again contains a factor $1/2$:
\begin{equation}
\delta W_{\rm surf}=\frac{1}{2}e\phi_s
=\frac{e^2}{16\pi\varepsilon_0\varepsilon d}\,
\frac{\varepsilon-1}{\varepsilon+1}.
\end{equation}
At a depth of 5 nm this is 0.011 eV. The free surface repels the ion and lowers the gain, but by a negligible amount. If the vacuum is replaced by a medium of permittivity $\varepsilon_2$, the same matching condition gives the factor $(\varepsilon-\varepsilon_2)/(\varepsilon+\varepsilon_2)$. A medium with $\varepsilon_2>\varepsilon$ therefore attracts the ion.

\subsection{Temperature}

If the permittivity rises by a rough fraction of $3\times10^{-5}$ per kelvin, it is 0.9\% larger at 600 K than at 300 K. With the radius held fixed, the gain rises by 0.016 eV. This is small beside the uncertainty caused by the first layer of atoms.

\section{Comparison with an ion in a gate oxide}

The chosen values resemble a sodium ion in a thermally grown gate oxide: its ionic radius is roughly 0.1 nm, and 3.9 is the usual static permittivity of such an oxide. The real material is not a uniform linear medium reaching up to the ion, as the model assumes. Moving the edge of the response from 0.1 to 0.15 nm lowers the estimate by 1.8 eV, and saturation of the ionic response in the first shell lowers it by at most about 1 eV. These figures show the scale of the uncertainty and do not bound the error, since the arrangement of the atoms around the ion has not been computed. Water offers a test against measurement. With $a=0.1$ nm and $\varepsilon=78.4$, Eq.~(\ref{eq:born}) gives 686 kJ/mol, while the measured hydration free energy of Na$^+$ is roughly 365 to 424 kJ/mol, depending on the convention for single ions. Agreement needs a radius of about 0.19 to 0.16 nm, and these radii give 2.9 to 3.3 eV in silica. A larger radius is plausible there too, since the oxygen nuclei nearest to a sodium ion lie roughly 0.23 nm away. The estimate supports a gain of a few electronvolts; for a real sodium ion 5.4 eV is probably too high, and even its first digit belongs to the model and its inputs.

At 300 K the gain is 207 times the thermal energy $kT$. Within the model, thermal escape of the ion from the glass into vacuum is therefore negligible. Nothing follows from this about how easily the ion moves inside the oxide. In a uniform medium the Born energy is the same at every point far from the surfaces, so it contributes no barrier to migration. In the bulk, a barrier comes from differences between neighbouring sites and the passages connecting them, which the continuum leaves out. Near the interfaces of a gate oxide the continuum does contribute: the surface term with $\varepsilon_2>\varepsilon$ attracts the ion by about 0.15 eV at 0.3 nm from silicon ($\varepsilon_2=11.7$) and by about 0.3 eV at 0.3 nm from a metal, although the continuum is itself strained at such distances.

The gain also refers to an ion that is already charged in vacuum. If the starting point is a neutral atom, the energy needed to remove its electron and the energy recovered where that electron ends up must be added to the balance. The values used here are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS
Ion radius: 0.10 nm
Static relative permittivity: 3.9 (dimensionless)
Coulomb constant e^2/(4 pi eps0): 1.4400 eV nm
BORN ESTIMATE
Field energy in vacuum: 7.200 eV
Field energy in silica: 1.846 eV
Factor 1 - 1/eps: 0.7436 (dimensionless)
Energy gain, formula: 5.354 eV
Energy gain, field quadrature: 5.354 eV
Energy gain, Poisson, surface charge: 5.354 eV
Energy gain, Poisson, volume charge: 5.354 eV
Energy gain per mole: 517 kJ/mol
Gain divided by kT at 300 K: 207 (dimensionless)
WHERE THE GAIN ARISES
Share from within 0.2 nm of the centre: 50 %
Share from within 1.0 nm of the centre: 90 %
SENSITIVITY TO THE CAVITY RADIUS
Gain for radius 0.09 nm: 5.95 eV
Gain for radius 0.11 nm: 4.87 eV
Gain for radius 0.15 nm: 3.57 eV
SIZES OF NEGLECTED EFFECTS (rough inputs)
Electronic permittivity: 2.1 (dimensionless)
Gain with frozen lattice: 3.77 eV
Field in silica at ion surface: 369 MV/cm
Breakdown field: 10 MV/cm
Radius where field equals breakdown: 0.61 nm
Si-O bond length, shell thickness: 0.16 nm
Outer radius of saturated shell: 0.26 nm
Loss of gain from saturated shell: 0.97 eV
Repulsion exponent: 8 (dimensionless)
Loss of gain from repulsion: 0.67 eV
Depth below free surface: 5.0 nm
Loss of gain from free surface: 0.011 eV
Relative drift of permittivity: 3e-05 per K
Rise of gain from 300 K to 600 K: 0.016 eV
\end{verbatim}
